# Cell Area and Average Emergent Field of a Hexagonal Skyrmion Lattice: a numerical check

```python
"""Emergent magnetic field of a hexagonal skyrmion lattice.

Result under test: three modulations of wavelength L at 120 degrees give a
primitive cell of area S = 2 L^2 / sqrt(3).  One skyrmion per cell and a spin
that follows the texture give flux of magnitude h/e per cell, hence an average
field of magnitude (h/e)/S.
Symbols: m = texture vector, n = m/|m|, m0 = uniform part of m along z in
units of one helix amplitude, e > 0, electron charge -e, spin along n.
Lengths are in nm, fields in T, fluxes in T nm^2.
"""
import numpy as np
from scipy.constants import h, hbar, e, k as k_boltzmann

wavelength = 18.0
m0_example = 1.0
q = 2 * np.pi / wavelength
angles = np.array([0.0, 2 * np.pi / 3, 4 * np.pi / 3])
q_hats = np.column_stack([np.cos(angles), np.sin(angles)])
flux_quantum = h / e * 1e18
hbar_over_e = hbar / e * 1e18


def texture(x, y, m0):
    """Unnormalized triple-modulation vector; last axis holds x, y, z."""
    mx, my = np.zeros_like(x), np.zeros_like(x)
    mz = np.full_like(x, m0)
    for cx, cy in q_hats:
        phase = q * (cx * x + cy * y)
        mx = mx + cy * np.sin(phase)
        my = my - cx * np.sin(phase)
        mz = mz - np.cos(phase)
    return np.stack([mx, my, mz], axis=-1)


def direction(x, y, m0):
    m = texture(x, y, m0)
    return m / np.linalg.norm(m, axis=-1, keepdims=True)


def gradients(x, y, m0, step=1e-3):
    """Central differences of the unit vector, per nm."""
    dx = (direction(x + step, y, m0) - direction(x - step, y, m0)) / (2 * step)
    dy = (direction(x, y + step, m0) - direction(x, y - step, m0)) / (2 * step)
    return dx, dy


def solid_angle_density(x, y, m0):
    dx, dy = gradients(x, y, m0)
    return np.sum(direction(x, y, m0) * np.cross(dx, dy), axis=-1)


# Lattice vectors from duality with two of the wave vectors.
lattice = 2 * np.pi * np.linalg.inv(q * q_hats[:2])   # columns are a1, a2
cell_area = 2 * wavelength**2 / np.sqrt(3)
spacing = 2 * wavelength / np.sqrt(3)
assert np.isclose(np.linalg.det(lattice), cell_area, rtol=1e-12)
assert np.allclose(np.linalg.norm(lattice, axis=0), spacing, rtol=1e-12)
sample = np.array([1.3, 4.7])
for column in lattice.T:
    shifted = sample + column
    assert np.allclose(texture(*sample, m0_example),
                       texture(*shifted, m0_example), atol=1e-11)

# Independent area per skyrmion: count cores in a large square.
side, pixels = 1000.0, 800
axis = (np.arange(pixels) + 0.5) * side / pixels
gx, gy = np.meshgrid(axis + 0.137, axis + 0.291, indexing="ij")
mz = texture(gx, gy, m0_example)[..., 2]
inner = mz[1:-1, 1:-1]
is_core = inner < 0
for i in (-1, 0, 1):
    for j in (-1, 0, 1):
        if i or j:
            neighbour = mz[1 + i:pixels - 1 + i, 1 + j:pixels - 1 + j]
            is_core &= inner < neighbour
core_count = int(is_core.sum())
counted_area = ((pixels - 2) * side / pixels)**2 / core_count
# The tolerance covers cores cut by the edges of the square.
assert abs(counted_area / cell_area - 1) < 0.03


def cell_grid(points, offset=0.0):
    u, v = np.meshgrid((np.arange(points) + offset) / points,
                       (np.arange(points) + offset) / points, indexing="ij")
    return (lattice[0, 0] * u + lattice[0, 1] * v,
            lattice[1, 0] * u + lattice[1, 1] * v)


def skyrmion_number(m0, points=240):
    x, y = cell_grid(points, 0.5)
    return solid_angle_density(x, y, m0).mean() * cell_area / (4 * np.pi)


# Charge -1 inside the window -1 < m0 < 3, other integers outside it.
expected_numbers = {-1.2: 2, -0.7: -1, 0.0: -1, 1.0: -1, 2.5: -1, 4.0: 0}
numbers = {m0: skyrmion_number(m0) for m0 in expected_numbers}
for m0, expected in expected_numbers.items():
    assert abs(numbers[m0] - expected) < 1e-3, (m0, numbers[m0])

# Winding of the in-plane part around the core.
turn = np.linspace(0, 2 * np.pi, 201)
ring_m = texture(0.1 * np.cos(turn), 0.1 * np.sin(turn), m0_example)
azimuth = np.unwrap(np.arctan2(ring_m[:, 1], ring_m[:, 0]))
core_winding = (azimuth[-1] - azimuth[0]) / (2 * np.pi)
assert abs(core_winding - 1) < 1e-9

# Local field: solid-angle formula against phases of diagonalized spin states.
points = 120
x, y = cell_grid(points)
n = direction(x, y, m0_example)
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
spin_states = np.linalg.eigh(-np.einsum("ijk,kab->ijab", n, pauli))[1][..., 0]
next_1 = np.roll(spin_states, -1, axis=0)
next_2 = np.roll(spin_states, -1, axis=1)
link_1 = np.sum(spin_states.conj() * next_1, axis=-1)
link_2 = np.sum(spin_states.conj() * next_2, axis=-1)
loop = (link_1 * np.roll(link_2, -1, axis=0)
        * np.roll(link_1, -1, axis=1).conj() * link_2.conj())
berry_field = hbar_over_e * np.angle(loop) / (cell_area / points**2)
xc, yc = cell_grid(points, 0.5)
local_field = hbar_over_e / 2 * solid_angle_density(xc, yc, m0_example)
field_error = np.max(np.abs(berry_field - local_field))
assert field_error < 2e-3 * np.max(np.abs(local_field))
average_field = flux_quantum / cell_area
assert abs(berry_field.mean() + average_field) < 1e-6 * average_field


def ring_levels(exchange, tilt, real_flux, cutoff=12):
    """Spinful ring, energies in hbar^2/(2 mass radius^2), flux in h/e."""
    momenta = np.arange(-cutoff, cutoff + 1)
    size = len(momenta)
    kinetic = np.diag((momenta + real_flux)**2)
    lower = np.eye(size, k=1)
    identity = np.eye(size)
    return np.linalg.eigvalsh(np.block([
        [kinetic - exchange * np.cos(tilt) * identity,
         -exchange * np.sin(tilt) * lower],
        [-exchange * np.sin(tilt) * lower.T,
         kinetic + exchange * np.cos(tilt) * identity]]))


# Berry flux acts as additional real flux on the orbital levels.
tilt, real_flux, exchange = np.pi / 3, 0.1, 2000.0
berry_flux = (1 - np.cos(tilt)) / 2
spinless = np.sort((np.arange(-5, 6) + real_flux + berry_flux)**2)[:4]
offset = np.sin(tilt)**2 / 4
ring_energy = ring_levels(exchange, tilt, real_flux)[:4] + exchange - offset
ring_error = np.max(np.abs(ring_energy - spinless))
assert ring_error < 1e-3
# Leading nonadiabatic shift: (hbar v |dn/ds| / 2)^2 / gap.
weak = 200.0
shift = spinless[0] + offset - weak - ring_levels(weak, tilt, real_flux)[0]
ring_speed = 2 * (real_flux + 0.5)
predicted_shift = (ring_speed * np.sin(tilt) / 2)**2 / (2 * weak)
assert abs(shift / predicted_shift - 1) < 0.03

# Rough inputs in the regime of MnSi; they only size neglected effects.
speed = 1e5              # m/s
splitting = 0.5          # eV
mean_free_path = 10.0    # nm
fermi_wave_number = 5.0  # 1/nm
polarization = 0.1
applied_field = 0.2      # T
temperature = 28.0       # K
hbar_speed = hbar * speed / e * 1e9          # eV nm
dx, dy = gradients(xc, yc, m0_example)
gxx, gyy = np.sum(dx * dx, axis=-1), np.sum(dy * dy, axis=-1)
gxy = np.sum(dx * dy, axis=-1)
steepest = np.sqrt((gxx + gyy) / 2 + np.sqrt(((gxx - gyy) / 2)**2 + gxy**2))
length_m = np.linalg.norm(texture(xc, yc, m0_example), axis=-1)
local_gap = splitting * length_m / np.sqrt(np.mean(length_m**2))
mixing = np.max(hbar_speed * steepest / (2 * local_gap))
thermal = k_boltzmann * temperature / e
broadening = hbar_speed / mean_free_path
orbit_radius = hbar_over_e * fermi_wave_number / average_field
assert mixing < 0.2 and thermal < 0.1 * splitting
assert broadening < 0.1 * splitting and mean_free_path < 0.1 * orbit_radius

wrong_area = np.sqrt(3) / 2 * wavelength**2
print(f"modulation wavelength L = {wavelength:.1f} nm")
print(f"wave number q = {q:.4f} 1/nm")
print(f"core spacing a = {spacing:.2f} nm")
print(f"unit-cell area S = {cell_area:.2f} nm^2")
print(f"unit-cell area S = {cell_area * 1e-18:.4e} m^2")
print(f"cores counted in large square = {core_count}")
print(f"area per counted core = {counted_area:.1f} nm^2")
print(f"flux quantum h/e = {flux_quantum:.2f} T nm^2")
print(f"flux quantum h/e = {h / e:.6e} Wb")
print(f"average field magnitude = {average_field:.2f} T")
print(f"signed average, spin along n = {berry_field.mean():.2f} T")
print(f"uniform part m0 in example = {m0_example:.1f} helix amplitudes")
print(f"in-plane winding at core = {core_winding:.3f}")
for m0, value in numbers.items():
    print(f"skyrmion number per cell at m0 = {m0:.1f}: {value:.4f}")
print(f"most negative local field = {local_field.min():.2f} T")
print(f"most positive local field = {local_field.max():.2f} T")
print(f"largest Berry-phase/formula difference = {field_error:.1e} T")
print(f"area if L is mistaken for spacing = {wrong_area:.2f} nm^2")
print(f"field if L is mistaken for spacing = {flux_quantum / wrong_area:.2f} T")
for other in (wavelength - 1, wavelength + 1):
    other_field = flux_quantum * np.sqrt(3) / (2 * other**2)
    print(f"average field for L = {other:.0f} nm: {other_field:.2f} T")
print(f"ring test: Berry flux = {berry_flux:.3f} h/e")
print(f"ring test: largest level error = {ring_error:.1e} ring units")
print(f"ring test: nonadiabatic shift = {shift:.3e} ring units")
print(f"ring test: predicted shift = {predicted_shift:.3e} ring units")
print(f"rough electron speed = {speed:.0e} m/s")
print(f"rough exchange splitting = {splitting:.1f} eV")
print(f"rough mean free path = {mean_free_path:.0f} nm")
print(f"rough Fermi wave number = {fermi_wave_number:.0f} 1/nm")
print(f"rough net polarization = {polarization:.1f}")
print(f"rough applied field = {applied_field:.1f} T")
print(f"rough temperature = {temperature:.0f} K")
print(f"smallest |m| / largest |m| = {length_m.min() / length_m.max():.2f}")
print(f"largest spin-mixing amplitude = {mixing:.3f}")
print(f"largest spin-mixing probability = {mixing**2:.1e}")
print(f"thermal energy = {thermal * 1e3:.2f} meV")
print(f"scattering broadening = {broadening * 1e3:.2f} meV")
print(f"orbit radius in average field = {orbit_radius:.0f} nm")
print(f"mean free path / orbit radius = {mean_free_path / orbit_radius:.3f}")
print(f"polarization-weighted field = {polarization * average_field:.2f} T")
print(f"average field / applied field = {average_field / applied_field:.0f}")
print("done: every assertion held")
```

Output:

```
modulation wavelength L = 18.0 nm
wave number q = 0.3491 1/nm
core spacing a = 20.78 nm
unit-cell area S = 374.12 nm^2
unit-cell area S = 3.7412e-16 m^2
cores counted in large square = 2640
area per counted core = 376.9 nm^2
flux quantum h/e = 4135.67 T nm^2
flux quantum h/e = 4.135668e-15 Wb
average field magnitude = 11.05 T
signed average, spin along n = -11.05 T
uniform part m0 in example = 1.0 helix amplitudes
in-plane winding at core = 1.000
skyrmion number per cell at m0 = -1.2: 2.0000
skyrmion number per cell at m0 = -0.7: -1.0000
skyrmion number per cell at m0 = 0.0: -1.0000
skyrmion number per cell at m0 = 1.0: -1.0000
skyrmion number per cell at m0 = 2.5: -1.0000
skyrmion number per cell at m0 = 4.0: -0.0000
most negative local field = -25.72 T
most positive local field = 3.61 T
largest Berry-phase/formula difference = 1.1e-02 T
area if L is mistaken for spacing = 280.59 nm^2
field if L is mistaken for spacing = 14.74 T
average field for L = 17 nm: 12.39 T
average field for L = 19 nm: 9.92 T
ring test: Berry flux = 0.250 h/e
ring test: largest level error = 4.8e-04 ring units
ring test: nonadiabatic shift = 6.740e-04 ring units
ring test: predicted shift = 6.750e-04 ring units
rough electron speed = 1e+05 m/s
rough exchange splitting = 0.5 eV
rough mean free path = 10 nm
rough Fermi wave number = 5 1/nm
rough net polarization = 0.1
rough applied field = 0.2 T
rough temperature = 28 K
smallest |m| / largest |m| = 0.69
largest spin-mixing amplitude = 0.027
largest spin-mixing probability = 7.0e-04
thermal energy = 2.41 meV
scattering broadening = 6.58 meV
orbit radius in average field = 298 nm
mean free path / orbit radius = 0.034
polarization-weighted field = 1.11 T
average field / applied field = 55
done: every assertion held
```
